The Annealing Front of Amorphous Defects During a Linear Heating Ramp, part 2

An amorphous film is heated at a steady rate, and defects with low energy barriers anneal first. The annealing front is the barrier that divides the defects already gone from those still present. What follows treats its shape and the limits of the front equation.

A1. Each defect anneals independently of the others and doesn't come back.

A defect with barrier E anneals at the rate r = ν exp[−E/(kT)], with one attempt frequency ν for all. The number n of such defects obeys dn/dt = −r n. The temperature T rises with time t from T0 at the constant rate β; k and h are the Boltzmann and Planck constants. The surviving fraction S and the exposure θ are

S = exp(−θ),   θ = (ν/β) ∫ from T0 to T of exp[−E/(kT′)] dT′.   (5)

With y = E/(kT), a cold start gives θ = ΛJ(y), where

J(y) = ∫ from 0 to 1 of exp(−y/s) ds,   (7)

J = [exp(−y)/y] [1 − 2/y + O(1/y²)].   (10)

To leading order,

θ ≈ Λ exp(−y)/y = ν exp[−E/(kT)] × T/(βy).   (11)

The front equation, also in exponential form, is

x + ln x = ln Λ,   Λ = νT/β.   (1)

x exp(x) = Λ,   (4)

Part (a) of the theorem: for T > T0, the loss rate r n for the barrier E = kTx peaks exactly at T. For large x this barrier is also, to leading order, the 1/e front E₁, at which θ = 1. It moves as

dE/dT = k x(x+2)/(x+1)   at fixed ν and β,   (14)

and the energy w is

w = kT x/(x+1).   (16)

The example has ν = 10¹³ s⁻¹, β = 0.1 K/s, T0 = 300 K and T = 400 K. Its results are kT = 34.469 meV, x = 34.6815, kTx = 1.1954 eV, E₁ = 1.1936 eV, w = 33.50 meV and dE/dT = 3.072 meV/K. In the numerical output, L is ln Λ.

**Proposition 2 (shape of the front).** For large x, and for barriers within a few w of E₁, the surviving fraction is

S ≈ exp{−exp[−(E − E₁)/w]}.   (18)

Proof. The logarithm of the exposure is expanded about E₁, where it vanishes. This needs the derivative of J:

−dJ/dy = ∫ from 0 to 1 of (1/s) exp(−y/s) ds.

As before, exp(−y/s) = (s²/y) d/ds exp(−y/s). Integration by parts now involves the factor s/y, whose derivative is 1/y:

−dJ/dy = exp(−y)/y − J/y.

Dividing by J,

−d(ln J)/dy = exp(−y)/(yJ) − 1/y.

The expansion of J gives exp(−y)/(yJ) = 1 + 2/y + O(1/y²), and therefore

−d(ln J)/dy = 1 + 1/y + O(1/y²).

At fixed T, dE = kT dy. The slope of ln θ with respect to E at the front is then −(1 + 1/x)/(kT) = −1/w, to this order. Hence ln θ ≈ −(E − E₁)/w, and S = exp(−θ) is (18). The next term of the expansion comes from the curvature of −ln y, which is 1/y². At a distance of m times kT it adds about m²/(2x²) to ln θ, and the neglected part of the slope adds a term of order m/x². Both are small when m is much less than x. ∎

The profile is not symmetric. Below the front, S vanishes as an exponential of an exponential. Above it, the annealed fraction 1 − S ≈ exp[−(E − E₁)/w] has a simple exponential tail. A few defects with barriers well above the front have already escaped, while almost none remain well below it.

The width follows by inverting (18), which gives E = E₁ − w ln θ. Survival of 10 % means θ = ln 10 = 2.303, and survival of 90 % means θ = ln(10/9) = 0.1054. The distance between the two barriers is

E(90 %) − E(10 %) = w ln[ln 10/ln(10/9)] = 3.08 w.   (19)

In the example this is 103.3 meV, and direct calculation gives 103.5 meV. The front is thus about 0.10 eV wide, or 9 % of its barrier.

**Proposition 3 (counting edge).** Let the defects have the same number g per unit of barrier energy at all barriers. To leading order, the number annealed equals that of a sharp edge at

E_c = E₁ + γw,   (20)

where γ = 0.5772 is Euler's constant.

Proof. The number annealed is g times the integral of 1 − S over E from 0 to ∞. A sharp edge at E_c would give gE_c. Put u = (E − E₁)/w and compare the smooth profile with a sharp edge at E₁. Above E₁ the profile adds annealed defects, and below E₁ it takes some away:

E_c = E₁ + w {∫ from 0 to ∞ of [1 − S] du − ∫ from −∞ to 0 of S du}.

The second integral should start at u = −E₁/w, but S is negligible there. With z = exp(−u), S = exp(−z) and du = −dz/z, so the brace becomes

∫ from 0 to 1 of [1 − exp(−z)] dz/z − ∫ from 1 to ∞ of exp(−z) dz/z.

Integrate both by parts, using 1/z = d(ln z)/dz. The boundary terms vanish: ln z is zero at z = 1, [1 − exp(−z)] ln z tends to zero at z → 0, and exp(−z) ln z tends to zero at z → ∞. The first integral becomes −∫ exp(−z) ln z dz from 0 to 1. The second becomes +∫ exp(−z) ln z dz from 1 to ∞, and it is subtracted. Together they give

−∫ from 0 to ∞ of exp(−z) ln z dz = −Γ′(1) = γ,

where Γ′(1) is the derivative of the gamma function at one. ∎

For the example, γw = 0.5772 × 33.50 = 19.3 meV, and the counting edge is at 1.213 eV. Direct integration of 1 − S gives the same value to this accuracy. The counting edge lies 18 meV above the barrier given by the front equation. The choice of front therefore matters about ten times more here than the 1.8 meV error of the leading-order step.

If g varies with E but changes little across 0.10 eV, the number annealed per kelvin is approximately g(E_c) dE/dT. For a flat spectrum the exact factor is dE_c/dT, which is 3.116 meV/K here, about 1.4 % larger. A slow ramp then maps the barrier distribution, with a resolution somewhat better than the 0.10 eV width: two equal sharp barriers still give two maxima of the loss rate when they are 0.08 eV apart, with a shallow dip between them, and merge into one maximum at 0.07 eV. Finer structure in g is smeared out.

**Proposition 4 (storage before the ramp).** If the film is kept at T0 for a time t_s before heating, the exposure becomes

θ = θ_ramp + ν t_s exp[−E/(kT0)].   (21)

Storage alone puts the 1/e front at

E_s = kT0 ln(νt_s).   (22)

Proof. By the rate equation, the decrease of ln n is the time integral of the rate. The integrals over storage and ramp add. Setting the storage term equal to one gives (22). ∎

After 1000 s at 300 K, νt_s = 10¹⁶ and kT0 = 0.75 × 34.469 = 25.85 meV. The storage front is at 25.85 × 36.84 meV = 0.952 eV. The front equation applied just above 300 K gives a lower barrier than this, although those defects have already gone. The barrier from the front equation reaches 0.952 eV at 320.7 K.

At that crossing the equation still misplaces the 1/e front, because both exposures are close to one and they add. The direct front lies 16.5 meV above both. An upper limit is easily found. The total exposure at E_s is less than two, and no part of it comes from a temperature above the crossing temperature T_x. Raising the barrier by ΔE therefore reduces it at least by the factor exp[−ΔE/(kT_x)]. The shift must then be below kT_x ln 2 = 27.64 × 0.6931 = 19.2 meV, as found.

At 400 K the storage has no practical effect. Its exposure at E₁ is

10¹⁶ × exp(−1193.6/25.85) ≈ 9 × 10⁻⁵,

and by (18) a small added exposure raises the front by w times its value, which is 0.003 meV. The front equation can thus be used for the 1/e front when the reading temperature is well above the crossing, and not in the first 20 K of this ramp. With the storage included, it is still about 6 meV too low at 330 K and about 1 meV too low at 340 K.

**Remark 4: relation to resistance drift.** At constant temperature the exposure is νt exp[−E/(kT)], and the front moves as E = kT ln(νt). Each decade of time clears the same further range of barriers. To obtain a resistance, a conduction model must be added. Suppose, as an illustration, that the activation energy of conduction rises by c times the advance of the front, while the prefactor of the resistance stays constant. At the same constant temperature T, the resistance then changes by the factor

exp{c kT ln(t/t_a)/(kT)} = (t/t_a)^c

between times t_a and t. This is a power-law drift with exponent c. The value of c is put in by assumption and not predicted, and a constant c presumes a roughly flat distribution of barriers over the range the front crosses. The model thus shows how a power law can arise, not that this is the cause of the drift in a given material. The front equation is the counterpart of kT ln(νt) for a ramp, and the annealing part of the argument doesn't depend on the conduction model.

The two can be joined. To bring the 1/e front to 1.1936 eV by storage at 300 K would take

t = exp(1193.6/25.85)/ν ≈ 1.1 × 10⁷ s,

or about 130 days. In this model the ramp to 400 K brings the 1/e front to the same barrier in 1000 s. The profiles still differ: the distance between 10 % and 90 % survival is about 80 meV after the storage and about 103 meV after the ramp. The conversion is less sensitive to ν than one might fear. If ν is ten times larger, E₁ rises by about 77 meV, and the exponential grows by exp(77/25.85) ≈ 20. Division by the larger ν leaves a factor of about two in the time.

**Remark 5: annihilation in pairs.** If defects of one barrier vanish by meeting each other, A1 fails. A simple replacement is dn/dt = −r n²/n₀, where n₀ is the initial number. Then d(n₀/n)/dt = r, and the surviving fraction is

n/n₀ = 1/(1 + θ).

The condition θ = 1 now marks half survival instead of 1/e, and the front equation locates it to the same leading order. The front is wider: 10 % and 90 % survival require θ = 9 and θ = 1/9, and their distance is w ln 81 = 4.39 w, or 147 meV in the example.

**Remark 6: sizes of neglected effects.** All of these refer to the example at 400 K.

Attempt frequency. A value of ν ten times larger moves the front barrier by +77 meV. An error of 1 K in the film temperature moves it by 3.1 meV.

Quantum motion. Take one vibrational mode with frequency ν in the well and a parabolic barrier of the same frequency, and let u = hν/(kT), here 1.20. The classical partition function of the well, 1/u, is replaced by 1/[2 sinh(u/2)]. Since the rate is inversely proportional to it, the rate gains the factor 2 sinh(u/2)/u. For a parabolic barrier, the transmission at an energy ε above the top is 1/[1 + exp(−2πε/(hν))]. Its thermal average, relative to classical passage, with a = u/(2π) and v = ε/(akT), is

a ∫ from −∞ to ∞ of exp(−av)/[1 + exp(−v)] dv = πa/sin(πa) = (u/2)/sin(u/2).

The product of the two factors is sinh(u/2)/sin(u/2) = 1.127. It acts as a larger ν. If it is held at this 400 K value, it raises the front by w ln 1.127 = 4.0 meV. The factor is slightly larger at the lower temperatures of the ramp, which adds about 0.2 meV.

Reverse jumps. If annealing lowers the energy of a defect by an assumed 0.1 eV, and the two states have equal weight, the fraction left in the upper state at equilibrium is 1/[1 + exp(100/34.47)] = 5.2 %. Defects below the front then settle at this level instead of vanishing.

Crystallization. Model it as a first-order process with an assumed barrier of 2.3 eV and a peak rate at T_p = 430 K in the same ramp. Part (a) of the theorem fixes its prefactor through x_c exp(x_c) = ν_c T_p/β, with x_c = 2300/37.05 = 62.1. Its leading-order exposure at T is then

(T/T_p)² exp[−x_c(T_p/T − 1)] = 0.865 × exp(−4.66) ≈ 0.008.

In this model about 0.8 % of the film has crystallized at the reading. Both inputs are rough, and the exponential makes the result sensitive to them. The assumed first-order law matters as well. Crystallization by nucleation and growth starts more slowly: if the exposure in the survival law is raised to the power 2 or 3 (an Avrami law), with the same barrier and peak temperature, the crystallized part is below 0.01 %. This lower figure need not apply to a melt-quenched region that borders crystalline material, where growth can start from the interface without nucleation.

**Remark 7: comparison with phase-change memory.** The parameters are meant for the amorphous region of a melt-quenched chalcogenide memory cell. An attempt frequency near 10¹³ s⁻¹ is a rough vibrational value. The rate of 0.1 K/s, or 6 K/min, suits a slow furnace or hot-stage measurement and is far below the heating rates of electrical pulses in a working cell. The reading at 400 K is close to the range where common phase-change alloys crystallize in slow ramps, very roughly 400 to 450 K, so for some of them it would already be too high. The result, a front near 1.2 eV, is a consequence of the model and not a measured barrier. One assumption that may fail is that all defects share one ν: if log ν is spread evenly over one decade, the front positions cover about 77 meV, and the distance between 10 % and 90 % survival grows from about 103 to about 120 meV. Relaxation may also be collective, with each rearrangement changing the barriers of its neighbours. Assumption A1 then fails, and the size of that effect is not estimated here.

The main values for the example are collected in the numerical output.

Numbers as computed

```
Attempt frequency: 1.0e+13 1/s
Heating rate: 0.1 K/s
Ramp start: 300 K; reading at 400 K
kT at reading: 34.469 meV
nu*T/beta: 4.000e+16 (no unit)
ln(nu*T/beta): 38.2277 (no unit)
First estimate L - ln L: 34.5841 (no unit)
x from the equation: 34.6815; ln x: 3.5462 (no unit)
x of 1/e front, direct: 34.6283 (no unit)
Correction -2/(x+1): -0.0561 (no unit)
Front barrier, equation: 1.1954 eV
Front barrier, direct 1/e: 1.1936 eV
Equation minus direct: 1.83 meV
Error over 2/(x+1) at ln(nu*T/beta)=20: 0.9076 (no unit)
Error over 2/(x+1) at ln(nu*T/beta)=40: 0.9512 (no unit)
Error over 2/(x+1) at ln(nu*T/beta)=80: 0.9751 (no unit)
Peak-rate temperature, rate equation: 400.000 K
Survival at that peak: 0.3880 (no unit)
Equivalent hold time: 115.3 s
Ramp exposure over hold exposure: 0.9482 (no unit)
Front slope, formula: 3.0724 meV/K
Front slope, direct: 3.0679 meV/K
Shift for 10x heating rate, formula: -77.14 meV
Shift for 10x heating rate, direct: -77.19 meV
Front scale w: 33.50 meV
10-90 % width, formula: 103.34 meV
10-90 % width, direct: 103.53 meV
Flat-spectrum count edge, formula: 1.2130 eV
Flat-spectrum count edge, direct: 1.2130 eV
Storage time at ramp start: 1000 s
Storage front: 0.9524 eV
Ramp front overtakes storage front at: 320.7 K
Direct front above both there by: 16.52 meV
Storage effect on front at reading: 0.0030 meV
Neglected, 10x attempt frequency: +77.21 meV
Neglected, 1 K thermometer error: 3.07 meV
Neglected, quantum rate factor: 1.127 (no unit)
Neglected, quantum shift of front: +4.02 meV
Assumed energy drop for reverse jumps: 0.1 eV
Neglected, reverse-jump population: 5.2 %
Assumed crystallization: 2.3 eV, peak 430 K
Neglected, crystallized at reading: 0.80 %
```
